# Linear and Murnaghan Relaxation Volumes of a Defective Supercell: test program

```python
"""
Relaxation volume of a defective supercell from its residual pressure.

Result under test: a cell held at volume V with residual pressure P relaxes by
    dV = V * ((1 + Bp*P/B)**(1/Bp) - 1)        (Murnaghan)
while linear elasticity gives V*P/B. For B = 98 GPa, Bp = 4.2, P = 2 GPa
the linear value is too large by about 3 percent.

B  : bulk modulus of the defective cell at zero pressure (GPa)
Bp : pressure derivative of the bulk modulus (dimensionless)
P  : residual pressure, positive when the cell pushes outward (GPa)
V  : fixed cell volume (nm^3); x = P/B
"""
import numpy as np
import sympy as sp
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

B = 98.0
Bp = 4.2
P = 2.0
sites = 64
site_volume = 0.020
V = sites * site_volume
x = P / B


def murnaghan_strain(pressure, modulus=B, slope=Bp):
    """Closed formula for dV/V on relaxing to zero pressure."""
    return (1 + slope * pressure / modulus) ** (1 / slope) - 1


def integrated_strain(pressure, modulus=B, slope=Bp):
    """dV/V from the definition -V dP/dV = modulus + slope*P."""
    path = solve_ivp(lambda p, v: -v / (modulus + slope * p),
                     (pressure, 0.0), [1.0], method="DOP853",
                     rtol=1e-12, atol=1e-14)
    assert path.success
    return path.y[0, -1] - 1


def integrated_pressure(strain):
    """Pressure when a relaxed cell is pressed back by the given strain."""
    path = solve_ivp(lambda log_v, p: -(B + Bp * p),
                     (np.log1p(strain), 0.0), [0.0], method="DOP853",
                     rtol=1e-12, atol=1e-14)
    assert path.success
    return path.y[0, -1]


def birch_pressure(ratio):
    """Third-order Birch-Murnaghan; ratio = relaxed / fixed volume."""
    y = ratio ** (1 / 3)
    return 1.5 * B * (y**7 - y**5) * (1 + 0.75 * (Bp - 4) * (y**2 - 1))


def vinet_pressure(ratio):
    """Vinet equation; ratio = relaxed / fixed volume."""
    y = ratio ** (-1 / 3)
    return 3 * B * (1 - y) / y**2 * np.exp(1.5 * (Bp - 1) * (1 - y))


# Closed formula against integration of the definition, both signs of P.
for pressure in (-8.0, -2.0, 0.5, 2.0, 10.0):
    assert abs(murnaghan_strain(pressure)
               - integrated_strain(pressure)) < 1e-9

# The headline claim, judged on the integrated definition.
strain = integrated_strain(P)
excess = x / strain - 1
assert 0.025 < excess < 0.035

# Sign of the linear error for slopes above, at and below one.
for pressure in (-8.0, -2.0, 2.0, 10.0):
    for slope in (0.5, 1.0, 2.0, 4.2, 6.0):
        gap = pressure / B - integrated_strain(pressure, slope=slope)
        if slope == 1.0:
            assert abs(gap) < 1e-9
        else:
            assert gap * (slope - 1) > 1e-7

# Series of the linear error, expanded symbolically from the integral.
b, s, p = sp.symbols("b s p", positive=True)
integrand = sp.series(1 / (1 + b * p), p, 0, 3).removeO()
log_ratio = sp.integrate(integrand, (p, 0, s))
sym_strain = sp.series(sp.exp(log_ratio), s, 0, 4).removeO() - 1
scaled = sp.expand(sym_strain / s)
sym_excess = sp.expand(sp.series(1 / scaled, s, 0, 3).removeO() - 1)
assert sp.simplify(sym_excess.coeff(s, 1) - (b - 1) / 2) == 0
assert sp.simplify(sym_excess.coeff(s, 2) + (b**2 - 1) / 12) == 0
first_term = (Bp - 1) * x / 2
second_term = -(Bp**2 - 1) * x**2 / 12
assert abs(first_term + second_term - excess) < 5e-5

# Without stiffening only the change of reference volume remains.
excess_no_stiffening = x / integrated_strain(P, slope=0.0) - 1
assert excess_no_stiffening < 0
assert abs(excess_no_stiffening + x / 2) < x**2

# Other equations of state with the same B and Bp.
birch = brentq(lambda r: birch_pressure(r) - P, 1.0, 1.1, xtol=1e-14) - 1
vinet = brentq(lambda r: vinet_pressure(r) - P, 1.0, 1.1, xtol=1e-14) - 1
for other in (birch, vinet):
    assert abs(other / strain - 1) < 0.002
    assert abs(x / other - 1 - excess) < 0.002

# Same relaxation volume in larger cells: error falls as 1/sites.
relaxation = V * strain
size_rows = []
for count in (64, 216, 512):
    cell_strain = relaxation / (count * site_volume)
    cell_pressure = integrated_pressure(cell_strain)
    cell_excess = cell_pressure / B / cell_strain - 1
    size_rows.append((count, cell_pressure, cell_excess))
assert abs(size_rows[0][1] - P) < 1e-8
for count, _, cell_excess in size_rows[1:]:
    scaled_error = cell_excess * count / (excess * sites)
    assert abs(scaled_error - 1) < 0.03

# Other conventions for the linear estimate.
compressed_B = B + Bp * P
excess_compressed = P / compressed_B / strain - 1
excess_relaxed_reference = x / (strain / (1 + strain)) - 1
assert excess_compressed < 0 < excess < excess_relaxed_reference

# Residual tension of equal size.
tension_strain = integrated_strain(-P)
tension_error = -x / tension_strain - 1
assert tension_error < 0

# Sizes of neglected effects, for assumed rough disturbances.
softening = 0.02
pressure_error = 0.05
expansion_per_K = 1.0e-5
heating = 1000.0
thermal_softening = Bp * expansion_per_K * heating
shift_defect = integrated_strain(P, B * (1 - softening)) / strain - 1
shift_pressure = integrated_strain(P + pressure_error) / strain - 1
shift_thermal = (integrated_strain(P, B * (1 - thermal_softening))
                 / strain - 1)
for shift in (shift_defect, shift_pressure, shift_thermal):
    assert 0.5 * excess < shift < 2 * excess

print(f"bulk modulus B: {B:.1f} GPa")
print(f"pressure derivative B': {Bp:.1f} (dimensionless)")
print(f"residual pressure P: {P:.1f} GPa")
print(f"host sites: {sites} (count)")
print(f"volume per site: {site_volume:.3f} nm^3")
print(f"fixed cell volume V: {V:.3f} nm^3")
print(f"x = P/B, linear strain: {x:.6f} (dimensionless)")
print(f"B'P/B: {Bp * x:.6f} (dimensionless)")
print(f"ln(1+B'P/B)/B': {np.log1p(Bp * x) / Bp:.6f} (dimensionless)")
print(f"Murnaghan strain, formula: {murnaghan_strain(P):.6f} (dimensionless)")
print(f"Murnaghan strain, integrated: {strain:.6f} (dimensionless)")
print(f"linear relaxation volume: {V * x:.6f} nm^3")
print(f"Murnaghan relaxation volume: {relaxation:.6f} nm^3")
print(f"Murnaghan result: {relaxation / site_volume:.4f} site volumes")
print(f"difference of the two volumes: {V * x - relaxation:.6f} nm^3")
print(f"linear overestimate: {100 * excess:.3f} percent")
print(f"first series term: {100 * first_term:.3f} percent")
print(f"second series term: {100 * second_term:.3f} percent")
print(f"stiffening part B'x/2: {100 * Bp * x / 2:.3f} percent")
print(f"reference-volume part -x/2: {-100 * x / 2:.3f} percent")
print(f"linear error if B'=0: {100 * excess_no_stiffening:.3f} percent")
print(f"modulus of compressed cell: {compressed_B:.1f} GPa")
print(f"linear error with that modulus: {100 * excess_compressed:.3f} percent")
print("linear error, strain referred to relaxed volume: "
      f"{100 * excess_relaxed_reference:.3f} percent")
print(f"Murnaghan strain at -2 GPa: {tension_strain:.6f} (dimensionless)")
print(f"linear magnitude error at -2 GPa: {100 * tension_error:.3f} percent")
for count, cell_pressure, cell_excess in size_rows:
    print(f"{count} sites: pressure {cell_pressure:.4f} GPa, "
          f"linear error {100 * cell_excess:.3f} percent")
print(f"Birch-Murnaghan strain: {birch:.6f} (dimensionless)")
print(f"Vinet strain: {vinet:.6f} (dimensionless)")
print(f"Birch-Murnaghan shift of dV: {100 * (birch / strain - 1):.3f} percent")
print(f"Vinet shift of dV: {100 * (vinet / strain - 1):.3f} percent")
print(f"assumed defect softening of B: {100 * softening:.1f} percent")
print(f"resulting shift of dV: {100 * shift_defect:.2f} percent")
print(f"assumed pressure error: {pressure_error:.2f} GPa")
print(f"resulting shift of dV: {100 * shift_pressure:.2f} percent")
print(f"assumed rough volume expansion: {expansion_per_K:.1e} per K")
print(f"assumed heating: {heating:.0f} K")
print(f"estimated thermal softening: {100 * thermal_softening:.1f} percent")
print(f"resulting shift of dV: {100 * shift_thermal:.2f} percent")
print("no test failed")
```

Running it gives:

```
bulk modulus B: 98.0 GPa
pressure derivative B': 4.2 (dimensionless)
residual pressure P: 2.0 GPa
host sites: 64 (count)
volume per site: 0.020 nm^3
fixed cell volume V: 1.280 nm^3
x = P/B, linear strain: 0.020408 (dimensionless)
B'P/B: 0.085714 (dimensionless)
ln(1+B'P/B)/B': 0.019580 (dimensionless)
Murnaghan strain, formula: 0.019773 (dimensionless)
Murnaghan strain, integrated: 0.019773 (dimensionless)
linear relaxation volume: 0.026122 nm^3
Murnaghan relaxation volume: 0.025310 nm^3
Murnaghan result: 1.2655 site volumes
difference of the two volumes: 0.000812 nm^3
linear overestimate: 3.210 percent
first series term: 3.265 percent
second series term: -0.058 percent
stiffening part B'x/2: 4.286 percent
reference-volume part -x/2: -1.020 percent
linear error if B'=0: -1.017 percent
modulus of compressed cell: 106.4 GPa
linear error with that modulus: -4.938 percent
linear error, strain referred to relaxed volume: 5.251 percent
Murnaghan strain at -2 GPa: -0.021110 (dimensionless)
linear magnitude error at -2 GPa: -3.326 percent
64 sites: pressure 2.0000 GPa, linear error 3.210 percent
216 sites: pressure 0.5796 GPa, linear error 0.941 percent
512 sites: pressure 0.2432 GPa, linear error 0.396 percent
Birch-Murnaghan strain: 0.019779 (dimensionless)
Vinet strain: 0.019781 (dimensionless)
Birch-Murnaghan shift of dV: 0.026 percent
Vinet shift of dV: 0.037 percent
assumed defect softening of B: 2.0 percent
resulting shift of dV: 1.98 percent
assumed pressure error: 0.05 GPa
resulting shift of dV: 2.42 percent
assumed rough volume expansion: 1.0e-05 per K
assumed heating: 1000 K
estimated thermal softening: 4.2 percent
resulting shift of dV: 4.24 percent
no test failed
```
